\section*{Surface stiffness and the marginal capillary wavelength of a solid filament}

\section{Result}

A metallic filament that bridges two electrodes can lower its surface energy by thinning in some places and thickening in others. The theorem says how long a ripple must be for this to happen when the surface energy depends on orientation.

\paragraph{Assumptions.} The filament is a solid cylinder of radius $R$ along $z$. Its surface energy per area, $\gamma(\theta)$, depends only on the tilt $\theta$ of the surface from the axis. For an axisymmetric shape $r(z)$,
\begin{equation}
\tan\theta=p,\qquad p=\frac{dr}{dz}.
\end{equation}
The function $\gamma$ is twice differentiable at $\theta=0$. Write $\gamma_0=\gamma(0)>0$, $\gamma_0'=\gamma'(0)$, $\gamma_0''=\gamma''(0)$, and define the surface stiffness
\begin{equation}
S=\gamma_0+\gamma_0'',\qquad S>0.
\end{equation}
The volume is fixed, and surface energy is the only energy that changes with shape.

\paragraph{Theorem.} To second order in its amplitude, an axisymmetric ripple of the cylinder costs no energy at the wavelength
\begin{equation}
\lambda_*=2\pi R\sqrt{\frac{S}{\gamma_0}} .
\label{main}
\end{equation}
Shorter ripples raise the energy and longer ones lower it. Anisotropy therefore multiplies the isotropic value $2\pi R$ by $\sqrt{S/\gamma_0}$.

The case of most interest is a surface energy stationary at the cylinder orientation, $\gamma_0'=0$. A mirror plane normal to the axis ensures this, because it makes $\gamma$ even in $\theta$. The proof shows that stationarity is sufficient but not necessary.

\section{Two lemmas}

\paragraph{Lemma 1 (energy of a tilted surface).} The energy of an axisymmetric shape is
\begin{equation}
E=2\pi\int r f(p)\,dz,\qquad f(p)=\gamma(\arctan p)\sqrt{1+p^2},
\label{energy}
\end{equation}
and for small slope
\begin{equation}
f(p)=\gamma_0+\gamma_0'p+\tfrac12 S p^2+o(p^2).
\label{expand}
\end{equation}

\emph{Proof.} A ring of height $dz$ has circumference $2\pi r$ and slant width $\sqrt{1+p^2}\,dz$, which gives (\ref{energy}). Since $\theta=\arctan p$, we have $d\theta/dp=\cos^2\theta$, $\sqrt{1+p^2}=1/\cos\theta$ and $p/\sqrt{1+p^2}=\sin\theta$. Hence
\begin{align}
f'(p)&=\gamma'\cos^2\theta\,\frac1{\cos\theta}+\gamma\sin\theta
=\gamma'\cos\theta+\gamma\sin\theta,\\
f''(p)&=\left(\gamma''\cos\theta-\gamma'\sin\theta+\gamma'\sin\theta+\gamma\cos\theta\right)\cos^2\theta\nonumber\\
&=(\gamma+\gamma'')\cos^3\theta .
\end{align}
At $p=0$ these are $\gamma_0'$ and $S$. $\square$

The two parts of $S$ have separate origins. Tilting lengthens the surface, which costs $\gamma_0p^2/2$. It also turns the surface to another orientation, which costs $\gamma_0''p^2/2$.

\paragraph{Lemma 2 (fixed volume).} For the ripple $r=\bar r+\varepsilon\cos kz$ with the volume of the original cylinder,
\begin{equation}
\bar r=R-\frac{\varepsilon^2}{4R}+O(\varepsilon^4).
\label{mean}
\end{equation}

\emph{Proof.} Let angle brackets denote the average over one period. The volume per length is $\pi\langle r^2\rangle$. Because $\langle\cos kz\rangle=0$ and $\langle\cos^2kz\rangle=1/2$, fixed volume requires $\bar r^2+\varepsilon^2/2=R^2$. Taking the square root and expanding gives (\ref{mean}). $\square$

The mean radius falls because a bulge holds more extra volume than a neck of equal depth loses. This fall is what releases surface energy.

\section{Proof of the theorem}

By (\ref{energy}) and (\ref{expand}), the energy per length is
\begin{equation}
\frac{E}{\ell}=2\pi\left[\gamma_0\langle r\rangle+\gamma_0'\langle rp\rangle+\frac S2\langle rp^2\rangle\right]+o(\varepsilon^2).
\end{equation}
The three averages are as follows.
\begin{align}
\langle r\rangle&=\bar r=R-\frac{\varepsilon^2}{4R}+O(\varepsilon^4),\\
\langle rp\rangle&=\frac12\left\langle\frac{d(r^2)}{dz}\right\rangle=0,
\label{total}\\
\langle rp^2\rangle&=R\,\varepsilon^2k^2\langle\sin^2kz\rangle+O(\varepsilon^4)
=\frac{R\varepsilon^2k^2}{2}+O(\varepsilon^4).
\end{align}
The second vanishes because $r^2$ returns to its starting value after a period. In the third, the term of order $\varepsilon^3$ is absent because $\langle\cos kz\sin^2kz\rangle=0$. Subtracting the cylinder's $2\pi R\gamma_0$ leaves
\begin{align}
\frac{\Delta E}{\ell}
&=2\pi\left[-\frac{\gamma_0\varepsilon^2}{4R}+\frac{SR\varepsilon^2k^2}{4}\right]\nonumber\\
&=\frac{\pi\varepsilon^2}{2R}\left(Sk^2R^2-\gamma_0\right).
\label{ripple}
\end{align}
The bracket vanishes at $kR=\sqrt{\gamma_0/S}$. With $\lambda=2\pi/k$ this is (\ref{main}). The bracket grows with $k$ since $S>0$, so shorter ripples cost energy and longer ones release it. $\square$

\paragraph{Remark 1 (stationarity).} The slope $\gamma_0'$ enters only through the total derivative (\ref{total}), so it has no effect on $\lambda_*$. The same holds for a finite filament whose two ends keep equal radii. If the end radii can change, the term $\pi\gamma_0'[r^2]$, taken between the ends, does not vanish in general.

Direct integration of $\gamma$ over the rippled surface, without the expansion, confirms this. For
\begin{equation}
\gamma=\gamma_0\left(1+b\sin^22\theta+s\sin\theta\right),
\label{model}
\end{equation}
$\sin^22\theta\simeq4\theta^2$ gives $\gamma_0''=8b\gamma_0$ and $S=(1+8b)\gamma_0$. With $b=0.06$ the zero of the ripple energy lies at $\lambda/R=7.6438$ both for $s=0$ and for $s=0.2$. The term $s\sin\theta$ adds exactly $\gamma_0sp$ to $f$, a total derivative at any amplitude. An odd term without this property, $0.2\sin3\theta$, leaves the zero at the same value. With $b=-0.06$ and $s=0$ it lies at $4.5309$. Both values agree with (\ref{main}).

\paragraph{Remark 2 (limits).} For isotropic energy $S=\gamma_0$, and (\ref{main}) is the Plateau--Rayleigh length $2\pi R$. As $S\to0^+$ the predicted length tends to zero, and terms beyond the second-order expansion, or energies of strong curvature, must then be considered. For $S<0$ the bracket in (\ref{ripple}) is negative at every $k$: the cylinder orientation itself is unstable.

A facet gives a cusp, $\gamma\simeq\gamma_0+\beta|\theta|$ with $\beta>0$, and no finite stiffness. Since $\langle|\sin kz|\rangle=2/\pi$, the leading cost per length is
\begin{equation}
2\pi R\,\beta\,\varepsilon k\,\frac2\pi=4\beta Rk\varepsilon .
\end{equation}
It is linear in $\varepsilon$ and exceeds any release of order $\varepsilon^2$ at small enough amplitude. The theorem does not apply there.

\section{Ripples around the circumference}

\paragraph{Proposition 1.} Under the same assumptions, ripples $\cos kz\cos m\phi$ with $k\ne0$ and integer $m\ge1$ raise the energy.

\emph{Proof.} Write $r=\bar r+\varepsilon\cos kz\cos m\phi$. The mean square of the product of cosines is $1/4$, so fixed volume gives $\bar r=R-\varepsilon^2/(8R)$ to second order. The area element is
\begin{equation}
dA=r\sqrt{1+r_z^2+r_\phi^2/r^2}\;d\phi\,dz,
\end{equation}
where subscripts denote derivatives. The tilt satisfies $\sin\theta=r_z/\sqrt{1+r_z^2+r_\phi^2/r^2}$, so $\theta=r_z$ to second order. The energy per area of the $(\phi,z)$ plane is therefore
\begin{equation}
\gamma_0r+\gamma_0'rr_z+\frac{SR}{2}r_z^2+\frac{\gamma_0}{2R}r_\phi^2 .
\end{equation}
The second term again averages to zero. With $\langle r_z^2\rangle=\varepsilon^2k^2/4$ and $\langle r_\phi^2\rangle=\varepsilon^2m^2/4$,
\begin{align}
\frac{\Delta E}{\ell}
&=2\pi\left[-\frac{\gamma_0\varepsilon^2}{8R}+\frac{SR\varepsilon^2k^2}{8}+\frac{\gamma_0m^2\varepsilon^2}{8R}\right]\nonumber\\
&=\frac{\pi\varepsilon^2}{4R}\left[Sk^2R^2+\gamma_0(m^2-1)\right]>0.\qquad\square
\end{align}
Turning around the circumference costs $\gamma_0$ rather than $S$, because that turn leaves the tilt from the axis unchanged.

\section{A filament between two electrodes}

\paragraph{Proposition 2.} Let both end radii be held at $R$. At fixed volume, a filament of length $L$ is stable to small axisymmetric changes if $L<\lambda_*$ and unstable if $L>\lambda_*$. If the filament instead exchanges atoms with a reservoir at the cylinder's own chemical potential, the critical length is $\lambda_*/2$.

\emph{Proof.} Put $r=R+u$, with $u(0)=u(L)=0$. Fixed volume requires
\begin{equation}
\int_0^L(2Ru+u^2)\,dz=0,\qquad
\int_0^Lu\,dz=-\frac1{2R}\int_0^Lu^2\,dz.
\label{constraint}
\end{equation}
The $\gamma_0'$ term vanishes because the end radii are equal. Lemma 1 gives, to second order,
\begin{align}
\Delta E&=2\pi\int_0^L\left(\gamma_0u+\frac{SR}{2}u'^2\right)dz\nonumber\\
&=\pi\int_0^L\left(SRu'^2-\frac{\gamma_0}{R}u^2\right)dz,
\label{quadratic}
\end{align}
where (\ref{constraint}) was used in the second line. To leading order the allowed $u$ has zero mean.

The sign depends on the smallest value $\kappa^2$ of $\int u'^2/\int u^2$. A minimizing shape obeys $-u''=\kappa^2u+c$, with $c$ a constant that enforces zero mean. Let $x=z-L/2$.

\begin{itemize}
\item Odd shapes have $c=0$ and $u\propto\sin\kappa x$. The end condition $\sin(\kappa L/2)=0$ gives the smallest value $\kappa=2\pi/L$.
\item Even shapes are $u\propto\cos\kappa x-\cos(\kappa L/2)$. With $q=\kappa L/2$, zero mean requires $\tan q=q$. There is no root for $0<q<\pi/2$, where $\tan q>q$, nor for $\pi/2<q\le\pi$, where $\tan q\le0$. Hence $q>\pi$ and $\kappa>2\pi/L$.
\end{itemize}
The softest shape is thus $\sin(2\pi z/L)$. It is marginal when $S(2\pi/L)^2R^2=\gamma_0$, or $L=\lambda_*$.

With a reservoir, the quantity to minimize is $E-PV$, where $V$ is volume and $P$ the capillary pressure. The first-order change $2\pi(\gamma_0-PR)\int u\,dz$ vanishes for $P=\gamma_0/R$. The second-order change is then (\ref{quadratic}) again, now without the condition of zero mean. The softest shape is $\sin(\pi z/L)$, with $\kappa=\pi/L$, and the critical length is $L=\pi R\sqrt{S/\gamma_0}=\lambda_*/2$. $\square$

\section{Worked example}

Consider a silver-like filament across an open planar gap, at zero bias and $85\,^\circ$C. Take $R=5$ nm, $L=35$ nm and $\gamma_0=1.2$ J/m$^2=7.490$ eV/nm$^2$. The anisotropy is (\ref{model}) with the chosen values $b=0.06$ and $s=0$. The surface energy varies by 6\% of $\gamma_0$, yet
\begin{equation}
\frac S{\gamma_0}=1+8(0.06)=1.48,\qquad \sqrt{1.48}=1.2166 .
\end{equation}
Two derivatives of a rapidly varying function turn a small variation into a large change of stiffness. The critical lengths at fixed volume are
\begin{equation}
2\pi R=31.4\ \mathrm{nm},\qquad
\lambda_*=1.2166\times31.42=38.2\ \mathrm{nm}.
\end{equation}
The 35 nm gap lies between them. With radius, gap and $\gamma_0$ held fixed, the isotropic filament is unstable and the anisotropic one is locally stable. Equivalently, the smallest stable radius for this gap falls from 5.57 to 4.58 nm.

\paragraph{Thermal ripple.} For $u=a\sin(2\pi z/L)$, (\ref{quadratic}) gives $\Delta E=Ca^2$, with
\begin{align}
C&=\frac{\pi L}{2R}\left[S\left(\frac{2\pi R}{L}\right)^2-\gamma_0\right]\nonumber\\
&=\frac{7\pi}{2}\,(7.490)\,(1.48\times0.8057-1)
=15.85\ \mathrm{eV/nm^2}.
\end{align}
Equipartition, $C\langle a^2\rangle=k_{\mathrm B}T/2$ with $k_{\mathrm B}T=0.0309$ eV, gives an rms amplitude of 0.031 nm.

\paragraph{Barrier to a large ripple.} Local stability does not exclude break-up through a large ripple. Stationary shapes were computed at fixed volume and end radii for increasing amplitude
\begin{equation}
a=\frac2L\int_0^Lu\sin\frac{2\pi z}{L}\,dz .
\end{equation}
Their energy passes through a maximum of 17.2 eV, or $558\,k_{\mathrm B}T$, at $a=1.47$ nm, where the neck radius is 3.29 nm.

The maximum is a stationary shape of $2\pi\int F\,dz$ with $F=rf(p)-Pr^2/2$. Since $F$ has no explicit $z$,
\begin{equation}
\frac d{dz}\left(F-p\frac{\partial F}{\partial p}\right)
=p\left(\frac{\partial F}{\partial r}-\frac d{dz}\frac{\partial F}{\partial p}\right)=0,
\end{equation}
so $r(f-pf')-Pr^2/2$ must be constant along the filament. In the computed shape it varies by $9\times10^{-7}\gamma_0R$. The shape has one unstable axisymmetric direction at fixed volume, as a pass between two valleys should.

The height is consistent with a simple form $E=Ca^2-Da^4$. At its maximum $Da^2=C/2$, so $E=Ca^2/2=15.85\times1.47^2/2=17.1$ eV. The barrier depends on $\gamma$ at finite tilt, not on $S$ alone: $\gamma=\gamma_0(1+4b\sin^2\theta)$ has the same $S$ but gives 21.3 eV. It belongs to this one path and is not a retention time; a lower path, for instance by atom exchange, is not excluded.

\section{What the model leaves out}

\paragraph{Electrodes.} If the electrodes supply and accept atoms as in Proposition 2, the critical length is 19.1 nm and the 35 nm filament is unstable. With atomic volume $\Omega\simeq0.017$ nm$^3$, the cylinder's capillary chemical potential relative to a flat surface is $\gamma_0\Omega/R=25.5$ meV. A flat electrode of the same metal lies lower and tends to draw atoms out, so the cylinder is then not even stationary.

\paragraph{A filled gap.} Suppose an elastic solid of shear modulus $G$ surrounds the filament and must deform with it. Uniform radial expansion $u$ of a long hole needs pressure $2Gu/R$ and work per length $\frac12(2Gu/R)(2\pi R)u=2\pi Gu^2$. Replacing $u^2$ by the ripple average $\varepsilon^2/2$ gives the estimate $\pi G\varepsilon^2$. Its ratio to the capillary release $\pi\gamma_0\varepsilon^2/(2R)$ is
\begin{equation}
\frac{2GR}{\gamma_0}=\frac{2(30\times10^9)(5\times10^{-9})}{1.2}=250
\end{equation}
for a rough oxide modulus of 30 GPa. This is the long-wavelength value for a rigid filament. At $kR\simeq0.9$ the ratio is about 320 to 350 for a rigid filament (Poisson ratio 0.2, sliding or bonded wall) and about 200 when a silver-like filament shares the strain. A rigid oxide can therefore suppress the instability unless it relaxes or atoms move without straining it.

\paragraph{Bias.} With a rough electromigration charge number of 10, a voltage of about 2.5 mV along the filament rivals the capillary chemical potential of 25.5 meV. The example therefore describes unbiased retention, not reading or switching.

\paragraph{Electron shells.} Quantized electron motion across the filament adds an energy $w(r)$ per length that oscillates with radius. For a long ripple at fixed volume, Lemma 2 gives
\begin{equation}
\frac{\Delta E}{\ell}=\frac{\varepsilon^2}{4}\left(w''(R)-\frac{w'(R)}R\right).
\end{equation}
The surface term $w=2\pi\gamma_0r$ contributes $-2\pi\gamma_0/R$ to the bracket, which sets the scale for comparison. An ideal free-electron cylinder with hard walls, at zero temperature and with a rough Fermi energy of 5.5 eV, has an rms shell energy of 0.042 eV/nm for radii between 4 and 6 nm. Here the shell energy is the oscillating part that remains after a quadratic fit in the radius is subtracted. Multiplied by 35 nm this gives a scale of 1.5 eV, or 8.5\% of the barrier; it is neither a computed shift of the barrier nor a bound on it.

Its curvature is another matter. Evaluated with radius steps of 0.02 nm, the rms of $w''$ is more than ten times $2\pi\gamma_0/R$. The figure depends on the step (about 9 at 0.04 nm, 24 at 0.004 nm): a channel whose threshold lies $\delta$ below the Fermi energy contributes a term in $\delta^{3/2}$, whose second derivative diverges where the channel opens. For so ideal a cylinder, shells rather than surface energy would decide the response to very small ripples, and the thermal amplitude above would not hold. Thermal smearing of the electron occupations at $85\,^\circ$C weakens the oscillations but does not remove them: the rms shell energy falls to 0.020 eV/nm, about 0.7 eV over the gap or 4\% of the barrier, and the rms of $w''$ becomes finite, about six times $2\pi\gamma_0/R$. Atomic roughness may average them out; that is a conjecture here. The theorem is a statement about the surface-energy model, best applied to ripples that span several oscillations.

\paragraph{Comparison with devices.} Filaments in conductive-bridge memories range roughly from atomic contacts to tens of nanometres across. A radius of 5 nm is thus plausible, and with roughly a thousand atoms per cross-sectional layer a continuum surface is reasonable. A 35 nm gap suits a planar cell but is wide for a vertical one, whose electrolyte can be several times thinner. Real devices can break several of the assumptions. For example, electrodes of the filament metal can exchange atoms, which halves the critical length in the matched case, and a surrounding solid adds the elastic cost estimated above. A cubic crystal also has a surface energy that varies around the circumference. Silver at $85\,^\circ$C is well below the roughening of its low-index faces, so facets are to be expected, and the smooth $\gamma$ of the example is illustrative only. Neither effect is sized here, and the theorem does not apply if the cylinder orientation is itself a facet.

The design condition $R>L/(2\pi\sqrt{S/\gamma_0})$ thus holds for a smooth, axially symmetric surface energy, fixed volume, fixed equal end radii, an open gap and no bias. It secures local stability within the surface-energy model. The main values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Marginal wavelength / R: surface integration, formula
  isotropic: S/gamma0 1.0000; 6.28318, 6.28319
  stiff: S/gamma0 1.4800; 7.64382, 7.64382
  soft: S/gamma0 0.5200; 4.53087, 4.53087
  stiff, non-stationary: S/gamma0 1.4800; 7.64382, 7.64382
Fixed-end critical length / R, fixed volume: 7.6438
Fixed-end critical length / R, atom exchange: 3.8219
(last two lines: stiff, non-stationary case)
Filament radius: 5.0 nm; gap: 35.0 nm
Surface energy: 1.20 J/m2 = 7.490 eV/nm2
Anisotropy b: 0.06; stiffness: 1.776 J/m2
Wavelength multiplier sqrt(S/gamma0): 1.2166
Isotropic critical length: 31.42 nm
Anisotropic critical length: 38.22 nm
Critical length with atom exchange: 19.11 nm
Smallest stable radius, isotropic: 5.57 nm
Smallest stable radius, anisotropic: 4.58 nm
Energy unit gamma0 R^2: 187.2 eV
Ripple energy / amplitude^2: 15.85 eV/nm2
Temperature: 358.15 K; kT: 0.0309 eV
Thermal rms ripple amplitude: 0.0312 nm
Barrier along odd-ripple path: 17.22 eV
Barrier / kT: 558
Unstable directions at barrier, fixed volume: 1
Ripple amplitude at barrier: 1.47 nm
Neck radius at barrier: 3.29 nm
First-integral spread at barrier (gamma0 R): 9.2e-07
Rough oxide shear modulus: 30 GPa
Elastic / capillary energy if filled: 250
Rough atomic volume: 0.017 nm3
Capillary chemical potential: 25.5 meV
Rough electromigration charge number: 10
Bias rivaling capillarity: 2.55 mV
Atoms per cross-section layer, rough: 1188
Rough Fermi energy: 5.5 eV; channels: 873
Ideal shell energy, rms: 0.0418 eV/nm
Ideal shell energy over the gap: 1.46 eV
Shell energy over gap / barrier: 0.085
Shell / capillary curvature at 0.02 nm step: 14.5
\end{verbatim}
